\section*{Oxygen Tracer Diffusion Through Vacancies in Several Charge States}

\section{Result and conditions}

Let dilute oxygen vacancies with charges $q=0,1,2$ (in units of the elementary charge) occupy a fraction $x_V$ of the oxygen sites. If a fraction $p_q$ of them has charge $q$, and a vacancy of that charge diffuses with $D_q$, the long-time oxygen tracer diffusivity is
\begin{equation}
D^*=f\,x_V\sum_q p_qD_q .
\label{main}
\end{equation}
The geometric correlation factor $f$ is common to all charge states. With the transport shares $w_q=p_qD_q/\sum_{q'}p_{q'}D_{q'}$, the effective activation energy at fixed $x_V$ is
\begin{align}
E_a&\equiv-\frac{d\ln D^*}{d\beta}
=\big\langle E_{m}+H+q\tilde E_F\big\rangle_w-\big\langle H+q\tilde E_F\big\rangle_p ,
\label{ea}\\
\tilde E_F&=E_F-T\frac{dE_F}{dT},\qquad \beta=\frac1{kT}.\nonumber
\end{align}
Here $E_{m,q}$ is the migration barrier, $H_q$ the vacancy formation energy at zero Fermi level and zero oxygen chemical potential, and $\langle\cdot\rangle_w$, $\langle\cdot\rangle_p$ are averages over $q$ with weights $w_q$ and $p_q$. Energies are in eV, and $E_F$ is measured from the valence band edge.

The assumptions are these.
\begin{itemize}
\item The sublattice is simple cubic with spacing $a$. A vacancy of charge $q$ hops to each of its six neighbours at the same rate $k_q$, so that $D_q=a^2k_q$.
\item Charge changes occur between hops, at rates that do not depend on position. Together with the position-independent hop rates, this excludes trapping next to dopants.
\item $E_F$ is uniform, and the populations are stationary.
\end{itemize}
Rapid interconversion is sufficient for Eq.~(\ref{main}) but not necessary. It has two other roles: it makes the displacement distribution of a vacancy Gaussian once many hops have taken place, and it keeps $p_q$ at equilibrium when $T$ or $E_F$ changes. Equation~(\ref{ea}) needs the second role.

\section{The vacancy's own motion}

\subsection{Mean square displacement}

Project the motion on one axis. Let $P_q(n,t)$ be the probability that the vacancy is at $x=na$ with charge $q$, and let $s_{qq'}$ be the rate of the change $q\to q'$. Then
\begin{align}
\frac{dP_q(n)}{dt}={}&k_q\,[P_q(n+1)+P_q(n-1)-2P_q(n)]\nonumber\\
&+\sum_{q'}[s_{q'q}P_{q'}(n)-s_{qq'}P_q(n)] .
\end{align}
Multiply by $a^2n^2$ and sum over $n$ and $q$. The switching terms cancel in pairs, because a charge change does not move the vacancy. After a shift of the summation index, the hopping terms contain $(n-1)^2+(n+1)^2-2n^2=2$. With stationary populations, $\sum_nP_q(n,t)=p_q$, and therefore
\begin{equation}
\frac{d\langle x^2\rangle}{dt}=2a^2\sum_qk_qp_q
\quad\Rightarrow\quad
\langle x^2\rangle=2\bar Dt,\qquad \bar D=\sum_qp_qD_q .
\end{equation}
No switching rate appears. The average holds at any switching speed, provided that the initial charges are drawn from the stationary populations.

\subsection{What ``rapid'' means}

The switching speed shows in the fourth moment. Fix one charge history and define $A=\int_0^tD(t')\,dt'$. The numbers of hops to the right and to the left are then independent Poisson variables, each with mean $A/a^2$. Every cumulant of a Poisson variable equals its mean, and even cumulants add in a difference. The displacement therefore has second cumulant $2A$ and fourth cumulant $a^4(2A/a^2)=2a^2A$. Its fourth moment is $3(2A)^2+2a^2A$. Averaging over histories gives the excess kurtosis
\begin{equation}
\kappa=\frac{12\langle A^2\rangle+2a^2\langle A\rangle}{4\langle A\rangle^2}-3
=\frac{3\,\mathrm{Var}(A)}{\langle A\rangle^2}+\frac{a^2}{2\langle A\rangle}.
\label{kurt}
\end{equation}
The last term comes from the discreteness of the hops and fades as their number grows.

For two states, let $\lambda$ be the sum of the forward and backward switching rates. A vacancy in state 1 at time zero is there again at time $s$ with probability $p_1+p_2e^{-\lambda s}$. The covariance of $D$ at two times separated by $s$ is thus
\[
(D_1-D_2)^2\,[p_1(p_1+p_2e^{-\lambda s})-p_1^2]=p_1p_2(D_1-D_2)^2e^{-\lambda s}.
\]
Integrating over both times gives
\begin{align}
\mathrm{Var}(A)&=2p_1p_2(D_1-D_2)^2\int_0^t(t-s)e^{-\lambda s}ds\nonumber\\
&=2p_1p_2(D_1-D_2)^2\,\frac{\lambda t-1+e^{-\lambda t}}{\lambda^2}.
\end{align}
For $\lambda t\gg1$ the first term of Eq.~(\ref{kurt}) tends to $6p_1p_2(D_1-D_2)^2/(\bar D^2\lambda t)$ and vanishes with time. For $\lambda t\ll1$ it stays at $3p_1p_2(D_1-D_2)^2/\bar D^2$: the distribution is a mixture of a fast and a slow population.

If a rare fast state carries nearly all the motion, then $p_1\ll1$ and $\bar D\approx p_1D_1$, and the long-time expression becomes $6/(p_1\lambda t)$. The requirement is then $p_1\lambda t\gg1$. Since $p_1\lambda$ is the rate at which a slow vacancy becomes fast, each vacancy must have visited the fast state many times.

For hop rates 1.0 and 0.1, populations 0.3 and 0.7, and $t=10$ in lattice units, the full master equation gives $\langle x^2\rangle=7.40$ at $\lambda t=0.1$, 10 and 1000. The excess kurtosis falls from 3.74 to 0.81 and then to 0.14, of which 0.135 is the discreteness term.

\section{From vacancy to tracer}

\subsection{Why the correlation factor is common}

A tracer moves when a vacancy exchanges places with it. The same vacancy is then still adjacent and may reverse the move, so successive tracer jumps are correlated. Consider one vacancy and one tracer in a large periodic cell. Whatever its charge, the vacancy's next hop goes to each neighbour with probability $1/6$. The charge determines when hops occur, not where they lead. After $n$ vacancy hops the mean square tracer displacement along one axis is $2bn$ plus a remainder that grows more slowly than $n$. The constant $b$ depends on the lattice and the cell alone.

The mean number of vacancy hops in time $t$ is $6\bar kt$, with $\bar k=\sum_qp_qk_q$. The clock is independent of the hop directions, so
\begin{equation}
\langle X^2\rangle\simeq2b\,(6\bar kt)
\quad\Rightarrow\quad D^*=6b\,\bar k .
\label{clock}
\end{equation}
Without correlations, a tracer would exchange with a vacancy on a given neighbouring site at rate $x_Vk$. The two neighbours along the axis would give $\langle X^2\rangle=2x_Vka^2t$, that is, a diffusivity $x_Va^2k$. The factor $f$ is defined for a single charge state by $D^*=f\,x_Va^2k$ in the dilute limit. Comparison with Eq.~(\ref{clock}) gives $6b=f\,x_Va^2$. Inserting this for several charge states gives $D^*=f\,x_Va^2\bar k$, which is Eq.~(\ref{main}).

Solving the correlated motion in periodic cells and extrapolating to infinite volume gives $f=0.6531$. With three interconverting charge states and a mean hop rate of 0.5450, the tracer diffusivity is 0.5450 times that for unit hop rate, at both switching speeds tried, 0.01 and 10.

\subsection{Charges that never change}

Now let each vacancy keep its charge, with site fractions $x_q=x_Vp_q$. In the dilute limit a tracer completes its exchanges with one vacancy before the next arrives. The net displacements from separate encounters are independent and isotropic, so their mean squares add. The mean square per encounter is geometric, and encounters with charge $q$ occur at a rate proportional to $x_qk_q$. Hence $D^*=f\sum_qx_qD_q$, the same average.

A slow vacancy may be interrupted by a fast one while it is next to the tracer. This becomes likely when $x_{\rm fast}k_{\rm fast}$ reaches $k_{\rm slow}$. The slow contribution relative to the fast one is then at most about $x_{\rm slow}$, so the error is negligible at high dilution. For two frozen vacancies with hop rates 1.0 and 0.2, the computed diffusivity lies 0.18\% below that of two vacancies which both hop at the mean rate 0.6 in a cell of 64 sites, and 0.04\% below it in one of 216 sites. This reference already contains the interaction of two equal vacancies. Against the sum of the separate one-vacancy contributions in the same cell, the diffusivity lies 0.77\% and 0.24\% above. Both deviations fall with dilution.

\section{Fermi level and activation energy}

\subsection{Populations}

Forming a vacancy of charge $q$ sends an oxygen atom to a reservoir with chemical potential $\mu_O$ and $q$ electrons to the Fermi level. Its formation energy is $H_q+qE_F+\mu_O$, and in the dilute limit
\begin{equation}
x_q=g_q\,e^{-\beta(H_q+qE_F+\mu_O)},\qquad
p_q=\frac{g_q\,e^{-\beta(H_q+qE_F)}}{Z},
\label{pop}
\end{equation}
where $g_q$ is the degeneracy and $Z$ the sum of the numerators of $p_q$. The potential $\mu_O$ cancels in $p_q$. Raising $E_F$ favours low charge.

\subsection{Fixed vacancy content}

Write $D_q=D^0_qe^{-\beta E_{m,q}}$ with constant $D_q^0$, $E_{m,q}$ and $H_q$. Then $D^*=f\,x_VS/Z$ with
\begin{equation}
S=\sum_qg_qD_q^0\,e^{-\beta(E_{m,q}+H_q+qE_F)} .
\end{equation}
Each term of $S$ divided by $S$ is $w_q$. Differentiation therefore gives
\begin{align}
-\frac{d\ln S}{d\beta}&=\langle E_m+H\rangle_w+\langle q\rangle_w\frac{d(\beta E_F)}{d\beta},\\
-\frac{d\ln Z}{d\beta}&=\langle H\rangle_p+\langle q\rangle_p\frac{d(\beta E_F)}{d\beta}.
\end{align}
Because $\beta\,d/d\beta=-T\,d/dT$, the common derivative is $E_F-T\,dE_F/dT=\tilde E_F$. Subtracting the second line from the first gives Eq.~(\ref{ea}). An Arrhenius slope thus contains the Fermi level extrapolated linearly to $T=0$, while the weights contain the actual $E_F$ at the temperature considered.

At fixed temperature, the same sums give
\begin{equation}
\frac{\partial\ln D^*}{\partial E_F}=-\beta\big(\langle q\rangle_w-\langle q\rangle_p\big).
\end{equation}
If all $D_q$ are equal at every temperature, then $w_q=p_q$. The sensitivity vanishes, and $E_a$ reduces to the common barrier.

\subsection{Frozen populations}

If charges cannot follow a change of temperature, $p_q$ is constant. Then $D^*\propto\sum_qp_qD_q^0e^{-\beta E_{m,q}}$, and
\begin{equation}
E_a^{\rm frozen}=\langle E_m\rangle_w .
\label{frozen}
\end{equation}
Equation~(\ref{main}) still holds, but the energy needed to convert vacancies to the mobile state is missing from the slope. Here interconversion matters: it must be fast compared with the time over which the temperature is changed.

\subsection{Equilibrium with an oxygen reservoir}

If $x_V$ also equilibrates, $D^*=f\sum_qx_qD_q=f\,e^{-\beta\mu_O}S$. There is no division by $Z$, so
\begin{equation}
E_a^{\rm res}=\langle E_m+H+q\tilde E_F\rangle_w+\mu_O-T\frac{d\mu_O}{dT},
\label{res}
\end{equation}
and $\partial\ln D^*/\partial E_F=-\beta\langle q\rangle_w$. The Fermi level now matters even when all barriers are equal, because it changes the number of vacancies. Equations~(\ref{ea}) and (\ref{res}) agree with numerical differentiation of $D^*$, with constant and with drifting $E_F$.

\subsection{Low-temperature limit}

For constant $E_F$ and $T\to0$, the smallest exponent dominates each sum:
\begin{equation}
E_a\to\min_q(E_{m,q}+H_q+qE_F)-\min_q(H_q+qE_F).
\label{skel}
\end{equation}
The first minimum selects the carrier of transport, $q_c$, and the second the majority state, $q_m$. Between crossings $E_a$ is linear in $E_F$ with slope $q_c-q_m$. Choosing $q=q_m$ in the first minimum shows that this limit does not exceed the majority barrier. It cannot lie below the smallest barrier either.

\section{Worked example}

The parameters are round model values. The barriers are 2.0, 1.3 and 0.7 eV for $q=0,1,2$, with $g_q=1,2,1$ and $H_q=3.0,-0.2,-3.0$ eV. The states $0$ and $1$ have equal energy at $E_F=3.2$ eV, and $1$ and $2$ at 2.8 eV. With $a=0.30$ nm and an attempt rate of $10^{13}$ s$^{-1}$, the diffusivities at 1000 K ($kT=0.08617$ eV) are $7.49\times10^{-13}$, $2.53\times10^{-9}$ and $2.67\times10^{-6}$ cm$^2$/s.

Take $E_F=3.3$ eV and $x_V=10^{-4}$. The charged vacancies then carry about $1.4\times10^{18}$ elementary charges per cm$^3$, so treating $E_F$ as given presumes that dopants or other defects well above this density fix it; otherwise $E_F$ follows from charge neutrality. Relative to the neutral vacancy, the charged states lie at $-3.2+3.3=0.1$ eV and $-6.0+6.6=0.6$ eV. Equation~(\ref{pop}) gives $p_q=0.614,\ 0.385,\ 5.82\times10^{-4}$. The sum in Eq.~(\ref{main}) is
\[
(0.0005+0.973+1.553)\times10^{-9}=2.53\times10^{-9}\ \mathrm{cm^2/s},
\]
so $D^*=0.6531\times10^{-4}\times2.53\times10^{-9}=1.65\times10^{-13}$ cm$^2$/s. The doubly charged state, with fewer than one vacancy in a thousand, carries 61\% of the transport.

The energies $E_{m,q}+H_q+qE_F$, again relative to the neutral formation energy, are 2.0, 1.4 and 1.3 eV. For constant $E_F$,
\begin{align*}
E_a={}&(0.0002\times2.0+0.3852\times1.4+0.6146\times1.3)\\
&-(0.385\times0.1+0.0006\times0.6)=1.30\ \mathrm{eV}.
\end{align*}
With populations frozen at these values, Eq.~(\ref{frozen}) gives $0.0002\times2.0+0.3852\times1.3+0.6146\times0.7=0.93$ eV instead.

\begin{center}
\begin{tabular}{cccc}
$E_F$ (eV) & $D^*$ (cm$^2$/s) & $E_a$ (eV) & $E_a^{\rm res}$ (eV)\\
2.4 & $1.7\times10^{-10}$ & 0.69 & 2.50\\
2.8 & $5.8\times10^{-11}$ & 0.70 & 3.30\\
3.3 & $1.6\times10^{-13}$ & 1.30 & 4.34\\
3.6 & $3.3\times10^{-15}$ & 1.71 & 4.71\\
4.4 & $4.9\times10^{-17}$ & 2.00 & 5.00
\end{tabular}
\end{center}
The second and third columns are for fixed content. The reservoir column uses $\mu_O=-(1.0\ \mathrm{meV/K})\,T$, whose contribution to Eq.~(\ref{res}) is zero.

Equation~(\ref{skel}) explains the rise at fixed content. The limit is 0.7 eV up to $E_F=2.8$ eV, then rises with slope 1 to 3.2 eV, slope 2 to 3.4 eV and slope 1 to 3.9 eV, and stays at 2.0 eV beyond. On the steepest part, neutral vacancies are the majority and doubly charged ones the carriers.

At finite temperature $E_a$ can leave the range of the barriers. At $E_F=2.4$ eV, 1.9\% of the vacancies are singly charged, 0.4 eV above the mobile majority. They lower the slope by $0.019\times0.4=0.008$ eV, to 0.692 eV. The largest value for $E_F$ between 2 and 5 eV, 2.04 eV, occurs at $E_F=4.03$ eV. There the singly charged route costs $1.3+4.03-3.2=2.13$ eV, which is 0.13 eV more than the neutral one. The ratio of their shares is $2e^{-0.13/0.08617}=0.44$, so the costlier route carries $0.44/1.44=0.31$ of the transport and adds $0.31\times0.13=0.04$ eV.

Finally, let $E_F$ pass through 3.3 eV at 1000 K with $dE_F/dT=-3.0\times10^{-4}$ eV/K. Then $\tilde E_F=3.60$ eV. The diffusivity at 1000 K is unchanged, but the slope increases by
\[
(\langle q\rangle_w-\langle q\rangle_p)(\tilde E_F-E_F)=(1.614-0.386)\times0.30=0.37\ \mathrm{eV},
\]
from 1.30 to 1.67 eV. At fixed vacancy content and with equilibrated charges, interpreting a measured activation energy therefore requires the temperature dependence of $E_F$ wherever the transport and population averages of the charge differ. With an oxygen reservoir, Eq.~(\ref{res}) requires it wherever $\langle q\rangle_w$ is not zero. With frozen populations, Eq.~(\ref{frozen}) does not contain it. Results at further Fermi levels are in the numerical output.

\section{Notes for implementation}

Evaluate Eq.~(\ref{pop}) after subtracting the smallest $H_q+qE_F$ from all of them. The common factor cancels in $p_q$, and overflow is avoided. In the reservoir case the absolute energies must be kept, and $\sum_qx_q\ll1$ must be checked.

If charged vacancies contribute appreciably to charge neutrality, $E_F(T)$ must first be solved from the neutrality condition. Its derivative then enters through $\tilde E_F$. If $H_q$ or $E_{m,q}$ depends on temperature, the same differentiation replaces each by its value minus $T$ times its temperature derivative.

\section*{Computed values}
\begin{verbatim}
Two-state walk, hop rates 1.0 and 0.1, populations 0.3 and 0.7
time = 10, mean D = 0.370 (lattice units)
lambda*t=   0.1: <x^2>=7.4000, excess kurtosis=3.7415
lambda*t=  10.0: <x^2>=7.4000, excess kurtosis=0.8061
lambda*t=1000.0: <x^2>=7.4000, excess kurtosis=0.1426
kurtosis part from discrete hops = 0.1351
Correlation factor f (simple cubic) = 0.6531
Tracer D with 3 charge states / D with unit hop rate, 4x4x4 cell
population-weighted hop rate = 0.5450
switching speed  0.01: ratio = 0.5450
switching speed 10.00: ratio = 0.5450
Two frozen vacancies, hop rates 1.0 and 0.2: D / additive value
sites in cell   64: ratio = 0.99824
sites in cell  216: ratio = 0.99956
Model: barriers q=0,1,2: [2.  1.3 0.7] eV; degeneracies [1 2 1]
levels (+/0) 3.2 eV, (2+/+) 2.8 eV; H_0 = 3.0 eV
H_1 = -0.2 eV, H_2 = -3.0 eV
a = 0.30 nm, attempt rate = 1.0e+13 1/s
fixed x_V = 1.0e-04; mu_O/T = -1.0 meV/K
T = 1000 K, kT = 0.08617 eV
D_q (q=0,1,2) = 7.494e-13 2.527e-09 2.669e-06 cm^2/s
E_F(eV) | populations p0 p1 p2 | transport shares w0 w1 w2
2.4 | 8.79e-07 1.89e-02 9.81e-01 | 0.0000 0.0000 1.0000
2.8 | 3.20e-03 6.65e-01 3.32e-01 | 0.0000 0.0019 0.9981
3.0 | 4.47e-02 9.11e-01 4.47e-02 | 0.0000 0.0189 0.9811
3.3 | 6.14e-01 3.85e-01 5.82e-04 | 0.0002 0.3852 0.6146
3.6 | 9.81e-01 1.89e-02 8.79e-07 | 0.0145 0.9394 0.0461
3.9 | 9.99e-01 5.93e-04 8.48e-10 | 0.3330 0.6660 0.0010
4.4 | 1.00e+00 1.79e-06 7.74e-15 | 0.9940 0.0060 0.0000
Fixed content: E_F(eV), D*(cm^2/s), E_a(eV), low-T skeleton(eV)
2.4  1.710e-10  0.692  0.700
2.8  5.803e-11  0.700  0.700
3.0  7.943e-12  0.890  0.900
3.3  1.649e-13  1.300  1.300
3.6  3.322e-15  1.706  1.700
3.9  1.469e-16  2.000  2.000
4.4  4.923e-17  2.003  2.000
Reservoir: E_F(eV), x_V, D*(cm^2/s), E_a(eV)
2.4  9.473e-05  1.620e-10  2.500
2.8  2.599e-08  1.508e-14  3.301
3.0  1.863e-09  1.479e-16  3.708
3.3  1.355e-10  2.235e-19  4.339
3.6  8.487e-11  2.820e-21  4.714
3.9  8.331e-11  1.224e-22  5.001
4.4  8.326e-11  4.099e-23  5.003
Largest fixed-content E_a = 2.040 eV at E_F = 4.03 eV
Drifting E_F: 3.3 eV at 1000 K, dE_F/dT = -3.0e-04 eV/K
zero-T intercept of E_F = 3.60 eV
mean charge: transport 1.6145, population 0.3862
E_a pinned = 1.300 eV, drifting = 1.668 eV
\end{verbatim}
